# The kT/e Shift in Schottky Capacitance Plots

## A straight line that misses the built-in potential

A model Schottky diode has a built-in potential of 0.6990 V. Its capacitance per area $C$, obtained from a numerical solution of Poisson's equation, gives

| Bias (V) | $1/C^2$ (cm⁴/µF²) |
|---:|---:|
| 0.00 | 79.09 |
| −0.50 | 137.83 |
| −1.00 | 196.57 |

The two increments are equal, so the points lie on a line to the digits shown. Its slope has magnitude $(196.57-79.09)/1.00=117.48$ cm⁴/(µF² V), and it reaches zero at a forward bias of $79.09/117.48=0.673$ V. This is 26 mV short of the built-in potential. At the diode's temperature, 300 K, $kT/e$ is 25.85 mV.

The displacement comes from the mobile electrons at the edge of the depletion layer. They move the intercept but leave the slope unchanged, provided that the layer is deeply depleted.

## Model and signs

The semiconductor is n-type and fills $x>0$, with the metal contact at $x=0$. It has permittivity $\varepsilon$ and a uniform, fully ionised net donor density $N$. Holes, interface layers and, at first, traps are left out. The charge is treated in one dimension and in the mean field. The film is thick enough to contain a neutral region.

Let $\phi(x)$ be the electrostatic potential. The band bending, in volts, is

$$\psi(x)=\phi(\text{bulk})-\phi(x)\ge 0 .$$

It vanishes in the bulk and has its largest value $\psi_s$ at the contact. The conduction-band edge lies $e\psi$ above its bulk position, with $e>0$ the elementary charge.

The bias $V$ is positive when forward. Measured from the metal's Fermi level, the band edge at the contact is at the barrier height $\Phi_B$. The bulk Fermi level is at $eV$, and the bulk band edge lies a further $e\zeta=E_c-E_F$ above it. Therefore

$$e\psi_s=\Phi_B-e\zeta-eV,\qquad \psi_s=V_{bi}-V,\qquad V_{bi}=\Phi_B/e-\zeta .$$

The barrier is taken to be independent of bias. If $Q$ is the positive charge per area in the semiconductor, the metal carries $-Q$. The capacitance is the derivative of the metal's charge with respect to $V$:

$$C=-\frac{dQ}{dV}=\frac{dQ}{d\psi_s}.$$

The signal is small and slow enough for the charge to follow it.

## The sharp-edge reference

Suppose first that there are no electrons for $x<W$ and exact neutrality beyond. Poisson's equation $\phi''=-\rho/\varepsilon$ becomes $\psi''=\rho/\varepsilon=eN/\varepsilon$ inside the layer. Since $\psi$ and $\psi'$ vanish at $W$,

$$\psi=\frac{eN}{2\varepsilon}(W-x)^2,\qquad \psi_s=\frac{eNW^2}{2\varepsilon}.$$

The charge is $Q=eNW$, so $Q^2=2e\varepsilon N\psi_s$. Differentiation gives $2Q\,C=2e\varepsilon N$, or $C=e\varepsilon N/Q$, and hence

$$\frac1{C^2}=\frac{Q^2}{(e\varepsilon N)^2}=\frac{2(V_{bi}-V)}{e\varepsilon N}.$$

In this model the intercept is $V_{bi}$.

## Restoring the electron tail

Write $V_t=kT/e$. Nondegenerate electrons with a flat quasi-Fermi level have the density $n=Ne^{-\psi/V_t}$, whose prefactor is fixed by neutrality in the bulk. The electron density therefore falls continuously over a few $V_t$ of bending, and

$$\psi''=\frac{eN}{\varepsilon}\left(1-e^{-\psi/V_t}\right).$$

Multiply by $\psi'$. The left side is then $\tfrac12\,d(\psi'^2)/dx$, and the right side is the derivative of $(eN/\varepsilon)(\psi+V_te^{-\psi/V_t})$. Integrate from $x$ into the bulk, where $\psi'=0$ and $\psi=0$:

$$-\tfrac12\psi'^2=\frac{eN}{\varepsilon}\left[V_t-\psi-V_te^{-\psi/V_t}\right].$$

With the field magnitude $F=-\psi'$, this is

$$F^2=\frac{2eN}{\varepsilon}\left[\psi-V_t+V_te^{-\psi/V_t}\right].$$

The term $-V_t$ comes from the bulk limit of the integral, where the electrons fully compensate the donors.

Integrating $\rho=\varepsilon\psi''$ over the semiconductor gives $Q=\varepsilon F_s$, with $F_s$ the field at the contact. Thus

$$Q^2=2e\varepsilon N\left[\psi_s-V_t+V_te^{-\psi_s/V_t}\right].$$

Differentiate with respect to $\psi_s$ and divide by $2Q$:

$$C=\frac{e\varepsilon N}{Q}\left(1-e^{-\psi_s/V_t}\right).$$

Squaring the reciprocal and inserting $Q^2$ gives, with $u=\psi_s/V_t$,

$$\frac1{C^2}=\frac{2V_t}{e\varepsilon N}\,g(u),\qquad g(u)=\frac{u-1+e^{-u}}{(1-e^{-u})^2}.$$

For deep depletion the exponentials disappear and $g\to u-1$. Since $V_tu=V_{bi}-V$,

$$\boxed{\frac1{C^2}\simeq\frac{2}{e\varepsilon N}\left(V_{bi}-V-\frac{kT}{e}\right)}$$

The slope with respect to $V$ is $-2/(e\varepsilon N)$, as for the sharp edge. The extrapolated intercept is $V_i=V_{bi}-kT/e$.

## Where the straight line ends

The intercept is a property of the extrapolated line, and the capacitance stays finite there. At $V=V_i$ one has $u=1$ and $g(1)=e^{-1}/(1-e^{-1})^2$, which is not zero.

At flat band, $u\to0$, the numerator of $g$ is $u^2/2+O(u^3)$ and the denominator is $u^2+O(u^3)$, so $g\to1/2$. Define the Debye length $L_D=\sqrt{\varepsilon V_t/(eN)}$. Then

$$\frac1{C^2}\to\frac{V_t}{e\varepsilon N}=\frac{L_D^2}{\varepsilon^2},\qquad C\to\frac{\varepsilon}{L_D}.$$

The numerical solution gives 1.0001 for the ratio of $C$ to $\varepsilon/L_D$ at flat band.

To see how soon the line is reached, put $q=e^{-u}$ and use $(1-q)^{-2}=1+2q+O(q^2)$:

$$g=(u-1+q)(1+2q+\cdots)=u-1+(2u-1)q+\cdots.$$

Because $dq/du=-q$, the derivative is

$$g'=1+2q-(2u-1)q+\cdots=1-(2u-3)q+\cdots.$$

A tangent drawn at $u$ crosses zero at $s=u-g/g'$, which corresponds to the bias $V_{bi}-sV_t$. To first order in $q$,

$$\frac{g}{g'}=u-1+\left[(2u-1)+(u-1)(2u-3)\right]q+\cdots.$$

The bracket equals $2u^2-3u+2$, so

$$s=1-(2u^2-3u+2)e^{-u}+\cdots.$$

The full expression for $g$ gives these tangent shifts:

| Bending $u$ | Shift $s$, in $kT/e$ |
|---:|---:|
| 4 | 0.527 |
| 6 | 0.857 |
| 8 | 0.964 |
| 10 | 0.992 |

At a bending of $10\,kT/e$, the shift is within 1% of $kT/e$. At $4\,kT/e$ it is about half that value. Within this model, a fit that includes points close to flat band therefore mixes different local slopes and intercepts, even for ideal uniform doping.

The table assumes a flat electron quasi-Fermi level. In a real diode, forward current can disturb the electron tail and hide the capacitance. For the example diode below, a bending of $10\,kT/e$ means a forward bias of 0.44 V. Its conductance there, estimated from drift-diffusion in series with thermionic emission at a mobility of 10 cm²/Vs, is already about 15 times $\omega C$ at 1 MHz, so the approach to flat band is a property of the model rather than something this diode would readily show.

## Why only the intercept moves

Poisson's equation above contains no explicit $x$. Solutions for different $\psi_s$ are therefore parts of the same curve, translated along $x$. Once the contact is deeply depleted, more reverse bias carries the tail further into the film without changing its shape.

The consequence can be written without choosing the form of the tail. For any electron density $n(\psi)$ that equals $N$ in the bulk, the same first integration gives

$$Q^2=2e\varepsilon\int_0^{\psi_s}(N-n)\,d\psi .$$

If $n$ is negligible at the contact, this becomes

$$Q^2=2e\varepsilon N(\psi_s-\Delta),\qquad \Delta=\frac1N\int_0^\infty n\,d\psi .$$

The constant $\Delta$ does not affect $dQ^2/d\psi_s$, so $C=e\varepsilon N/Q$ still holds. The slope is unchanged and the intercept is displaced by $\Delta$. For the Boltzmann tail, $\Delta=\int_0^\infty e^{-\psi/V_t}d\psi=V_t$.

The integral is also a pressure. The electric field is $-\phi'=\psi'$, so the force per volume on the electrons is $-en\psi'$. In local equilibrium it balances the pressure gradient:

$$\frac{dP}{dx}=-en\frac{d\psi}{dx},\qquad P_{\text{bulk}}=e\int_0^\infty n\,d\psi,\qquad \Delta=\frac{P_{\text{bulk}}}{eN}.$$

An ideal classical gas has $P=NkT$, which returns $kT/e$.

There is a corresponding statement about length. Integrating $F$ by parts gives $\psi_s=(1/\varepsilon)\int_0^\infty x\rho\,dx$. For a small change of bias, $\delta\psi_s=(1/\varepsilon)\int x\,\delta\rho\,dx$ and $\delta Q=\int\delta\rho\,dx$. Hence $\varepsilon/C=\varepsilon\,\delta\psi_s/\delta Q$ is the mean position of the added charge. In deep depletion it equals $L_D\sqrt{2(u-1)}$, against $L_D\sqrt{2u}$ for the sharp edge.

## A second case: Fermi statistics

The pressure form gives the first correction for degeneracy. For a parabolic band with effective density of states $N_c$, let $z=e^{(E_F-E_c)/kT}$. At small $z$ the Fermi occupation at energy $E$ above the band edge is $ze^{-E/kT}-z^2e^{-2E/kT}+\cdots$. The density integral has weight $E^{1/2}$, so the second term acquires a factor $2^{-3/2}$. The pressure is two thirds of the kinetic energy density and has weight $E^{3/2}$, which gives $2^{-5/2}$:

$$\frac{N}{N_c}=z-\frac{z^2}{2^{3/2}}+\cdots,\qquad \frac{P}{N_ckT}=z-\frac{z^2}{2^{5/2}}+\cdots.$$

With $y=N/N_c$, inversion of the first series gives $z=y+y^2/2^{3/2}+\cdots$. Substitution in the second leaves $y+y^2(2^{-3/2}-2^{-5/2})=y+y^2/2^{5/2}$, and therefore

$$\Delta=\frac{kT}{e}\left(1+\frac{N}{2^{5/2}N_c}+\cdots\right).$$

The shift grows because the exclusion principle raises the electron pressure at fixed density and temperature.

## Does reverse bias spoil the Boltzmann tail?

Under reverse bias $V_R=-V>0$, the metal's Fermi level lies $eV_R$ above that of the bulk, so the electron quasi-Fermi level cannot be flat everywhere. Let it lie $kT\eta(x)$ above its bulk value. Then $n=Ne^{-\psi/V_t}e^{\eta}$. The current is proportional to $n\eta'$ for uniform mobility, and in steady state it is constant. Since $e^\eta\eta'=(e^\eta)'$,

$$\left(e^\eta\right)'\propto e^{\psi/V_t}.$$

Take the diffusion limit, in which the quasi-Fermi level meets the metal's Fermi level at the contact. With $I(x)=\int_x^{x_b}e^{\psi/V_t}dx'$ and $\eta=0$ at a point $x_b$ near the bulk, the excess over the Boltzmann tail is

$$\frac{\delta n}{N}=e^{-\psi/V_t}\left(e^{V_R/V_t}-1\right)\frac{I(x)}{I(0)}.$$

Well inside the depletion layer, $I(x)$ is dominated by its lower end, so $I(x)\approx V_te^{\psi/V_t}/F(x)$. For $V_R\gg V_t$, using $\psi_s=V_{bi}+V_R$,

$$\frac{\delta n}{N}\approx e^{-V_{bi}/V_t}\frac{F_s}{F(x)}.$$

The reverse bias has cancelled from the exponent. In the example at −1 V, with $x_b$ placed where the bending is $10^{-3}kT/e$, the largest computed excess is $9.3\times10^{-11}N$. The value depends weakly on $x_b$: it stays below $2\times10^{-10}N$ when the bending there is reduced to $10^{-5}kT/e$. A finite emission velocity at the contact makes the quasi-Fermi level there rise less, and the excess is then smaller still.

## Worked example

The diode has $N=10^{17}$ cm⁻³, relative permittivity 12, effective mass 0.34 electron masses, a barrier of 0.80 eV and a film thickness of 300 nm. At 300 K, $N_c=4.975\times10^{18}$ cm⁻³. The bulk Fermi level follows from $N=N_ce^{-\zeta/V_t}$:

$$\zeta=V_t\ln\frac{N_c}{N}=25.85\ \text{mV}\times\ln 49.75=0.1010\ \text{V},$$

$$V_{bi}=0.8000-0.1010=0.6990\ \text{V}.$$

For the slope, $\varepsilon=1.0625\times10^{-10}$ F/m and $N=10^{23}$ m⁻³ give

$$-\frac{2}{e\varepsilon N}=-1.17487\times10^6\ \frac{\text{m}^4}{\text{F}^2\,\text{V}}=-117.487\ \frac{\text{cm}^4}{\mu\text{F}^2\,\text{V}} .$$

The conversion uses 1 F/m² = 100 µF/cm². A line fitted to eleven numerical points between −1 and 0 V has the same slope to the printed digits. Its intercept is 0.6731 V, which is 25.85 mV below $V_{bi}$. At zero bias $u=0.6990/0.02585\approx27$, so the whole fit lies in deep depletion.

Adding $\zeta$ to the raw intercept gives a barrier of 0.7741 eV. Adding the missing $kT/e$ restores 0.8000 eV. Thermionic current varies as $e^{-\Phi_B/kT}$. At a fixed prefactor, the lower barrier would overestimate it by $e^{1}=2.718$.

The Debye length is 13.09 nm. At zero bias $\varepsilon/C$ is 94.49 nm, while the sharp-edge width is 96.29 nm. The squares of these lengths differ by $2L_D^2$, so their difference is $2(13.09)^2/(94.49+96.29)=1.80$ nm. This 2% change in length carries the whole voltage shift.

Degeneracy is minor here: $N/N_c=0.0201$ gives a shift of $1.0036\,kT/e$. At $N=N_c$ the full Fermi integrals give $1.1736\,kT/e$.

## Band tails and deep levels

An amorphous semiconductor has localised states below the band edge. Where their occupation is in the Boltzmann regime, it falls by the same factor $e^{-\psi/V_t}$ as the free density. If these states also follow the signal, their sum with the free electrons leaves $\Delta=kT/e$. States near or below the Fermi level are not in that regime and increase the shift.

For a band tail of $10^{20}$ cm⁻³ eV⁻¹ at the band edge and an exponential width of 15 meV, the computed shift is $1.017\,kT/e$, with the net donor charge held fixed. The tail then holds 39.6% of the electrons. The slope still measures the net donor charge, not the free density. With 60.4% of the electrons free, $\zeta$ rises by about $V_t\ln(1/0.604)=13$ mV, which must be included when a barrier is deduced from $V_{bi}$.

A deep level can matter more. Let its density be $rN$. It is full in the bulk and empties where the bending exceeds $\psi_t$, and $N$ denotes the net fixed charge density while it is full. Treat the emptying as a step and let it follow the signal. Each emptied state adds one positive charge. In deep depletion, with $\psi_s>\psi_t$, this gives

$$Q^2=2e\varepsilon N\left[\psi_s-V_t+r(\psi_s-\psi_t)\right].$$

The derivative is $C=e\varepsilon N(1+r)/Q$, and

$$\frac1{C^2}=\frac{2}{e\varepsilon N(1+r)}\left[\psi_s-\frac{V_t+r\psi_t}{1+r}\right].$$

For $r=0.10$ and $\psi_t=0.30$ V, the shift is $(25.85+30)/1.10\approx50.8$ mV. A calculation with thermally smeared occupation gives 50.78 mV and a slope of 0.9091 times the original, in agreement with $1/1.10$. A deep level holding a tenth of the donor density thus nearly doubles the shift. The plot remains straight over the fitted range, so straightness alone does not exclude such a level. If the level follows the slow bias but not the signal, this formula does not apply. That case is realistic at 1 MHz. The level lies about 0.40 eV below the band edge, and with an assumed capture cross-section of $10^{-15}$ cm² it emits an electron only about $2\times10^4$ times per second. Solving the same model with the level's occupation frozen during the signal gives a nearly straight plot between −1 and 0 V, with 0.952 times the original slope and a fitted intercept within 1 mV of $V_{bi}$. Over this range the level happens to cancel the $kT/e$ shift instead of doubling it. The cancellation is not general. The plot is slightly curved, and a fit between −2 and 0 V puts the intercept 8 to 9 mV above $V_{bi}$.

## The model beside a real diode

The parameters are round values in the rough regime of Schottky diodes on amorphous indium gallium zinc oxide. Doping and barrier height there depend strongly on processing. The assumption most at risk is the absence of deep states. In the case above they lower the intercept by a further 25 mV if they follow the signal, and raise it by about 26 mV, for a fit between −1 and 0 V, if they follow only the slow bias. An interface layer or non-uniform doping would also alter the analysis, and neither is sized here.

A barrier taken from current need not equal the one from capacitance. An electron at distance $x$ from the metal is attracted by its image, which lowers its energy by $e^2/(16\pi\varepsilon x)$. In a nearly uniform field $F_s$ the total lowering of the barrier top, in volts, is the minimum of $e/(16\pi\varepsilon x)+F_sx$. It lies at $x^2=e/(16\pi\varepsilon F_s)$ and equals $\sqrt{eF_s/(4\pi\varepsilon)}$. With the static permittivity this is 41 mV at zero bias. A ballistic electron would cross the barrier top in roughly $10^{-14}$ s, too fast for the lattice of a polar oxide to respond fully, and a smaller permittivity would then apply to the image term. A relative value of 4 would give about 72 mV. At the mobility of 10 cm²/Vs used below, however, the mean free path is only about 0.4 nm, shorter than the 1.5 nm from the metal to the barrier top. The motion is then diffusive, and the crossing takes roughly $4\times10^{-14}$ to $3\times10^{-13}$ s. This is comparable with or longer than the period of an optical phonon, about $6\times10^{-14}$ s for an assumed energy of 70 meV. The value of 72 mV is therefore an upper estimate for this diode. The lowering reduces the barrier for current but is not part of the mean potential that determines $Q$. Leaving out $kT/e$ lowers the capacitance barrier by 26 meV and so hides part of this difference.

The other estimates support the model at these settings:

- The tunnelling energy $E_{00}=(e\hbar/2)\sqrt{N/(m\varepsilon)}$, with $m$ the effective mass, is 2.9 meV, well below $kT$.
- The peak field at −1 V is 0.22 MV/cm, against a rough breakdown scale of 1 MV/cm.
- At −1 V, 11.5 Debye lengths of neutral film remain.
- For a mobility of 10 cm²/Vs, the undepleted film gives $\omega RC=9\times10^{-5}$ at 1 MHz and zero bias. Contact and lead resistances are excluded.

Uniform donor charge is a coarser approximation. The mean donor spacing, 21.5 nm, exceeds the Debye length, so the smooth tail represents an average over the contact area. The Coulomb energy at that spacing is 5.6 meV, but this pair energy does not measure the fluctuations of the potential. In the depletion layer, where few electrons screen the donors, many of them contribute at any one point. In the neutral region a sphere with a radius of one Debye length holds only about one donor on average, so linear screening is a rough estimate there. For randomly placed donors, the root-mean-square fluctuation of the electron's energy is about 11 meV in the neutral region with linear screening, and about 21 meV in the middle of the depletion layer at zero bias. These values are comparable with $kT$, and their effect on the intercept is not calculated here.

At 400 K the shift itself becomes 34.5 mV. The measured intercept also changes through $V_{bi}$, because $\zeta$ depends on temperature. At fixed barrier and donor density, the rise of $\zeta$ from 300 to 400 K lowers the intercept by about 49 mV, while the rise of $kT/e$ lowers it by only 8.6 mV. The temperature dependence of the intercept is therefore mostly that of $\zeta$ in this example. The numerical output below lists most of the values used.

## Computed results

```
temperature 300 K; kT/e = 25.85 mV
net donor density 1.0e+17 cm^-3
relative permittivity 12; mass ratio 0.34
barrier 0.80 eV; film thickness 300 nm
band density of states Nc = 4.975e+18 cm^-3
bulk Ec - EF = 0.1010 eV
built-in potential Vbi = 0.6990 V
Debye length = 13.09 nm
grid solution: V (V), C (uF/cm2), 1/C^2 (cm4/uF2)
   0.00  0.11245  79.09
  -0.50  0.08518  137.83
  -1.00  0.07132  196.57
fitted slope = -117.487 cm4/(uF2 V)
sharp-edge slope = -117.487 cm4/(uF2 V)
fitted intercept = 0.6731 V
Vbi - intercept = 25.85 mV
donor density from slope = 1.0000e+17 cm^-3
barrier without kT/e term = 0.7741 eV
barrier with kT/e term = 0.8000 eV
current overestimate = 2.718 x
eps/C at 0 V = 94.49 nm; sharp edge 96.29 nm
flat-band C/(eps/LD) from grid = 1.0001
tangent at bending u (kT/e): shift (kT/e)
   4  0.5269
   6  0.8569
   8  0.9642
  10  0.9922
  15  0.9999
excess electrons at -1 V, max n/N = 9.3e-11
Fermi statistics: shift = 1.0036 kT/e
same at N = Nc: shift = 1.1736 kT/e
band tail: 1e+20 cm^-3/eV, width 15 meV
  electrons held in tail = 39.6 %
  shift with band tail = 1.0169 kT/e
deep level: 0.10 N, emptied at 0.30 V bending
  shift with deep level = 50.78 mV
  slope / sharp-edge slope = 0.9091
image-force lowering at 0 V = 41.3 meV
tunnelling energy E00 = 2.91 meV
peak field: 0 V 0.142, -1 V 0.225 MV/cm
rough breakdown scale = 1 MV/cm
eps/C at -1 V = 149.0 nm
neutral film left at -1 V = 11.5 Debye lengths
mobility 10 cm2/Vs: omega R C at 1 MHz 9.1e-05
mean donor spacing = 21.5 nm
Coulomb energy at that spacing = 5.57 meV
shift at 400 K = 34.47 mV
```
